# How phase-dependent energy errors change nucleation barriers in phase-change materials

A fitted interatomic potential for a phase-change material has a low average force error on its test set. The decision is whether to start a long crystallization run or first to compare the energy errors of crystal and liquid separately. For the supercooled liquid Ge$_2$Sb$_2$Te$_5$ example below, at 700 K, a relative offset of about 1.5 to 1.8 meV/atom already changes the calculated nucleation rate tenfold. A force average may fail to reveal such an offset.

## 1. The offset, separated from random error

Let $U$ be the reference potential energy and $U'=U+E$ the fitted one. The reference is itself an approximation, such as a chosen density functional; its error against nature is not part of $E$. For $N$ atoms in one phase, with configurations restricted to that phase, the ratio of configurational partition functions is

$$
\frac{Z'}{Z}=\frac{\int e^{-(U+E)/kT}\,dR}{\int e^{-U/kT}\,dR}
=\left\langle e^{-E/kT}\right\rangle .
$$

The average is taken with the reference potential. Kinetic factors cancel. At constant pressure the same step holds with $U+pV$ in the weight and volume included in the integration. Since $G=-kT\ln Z$, the free-energy error per atom is

$$
\epsilon=-\frac{kT}{N}\ln\left\langle e^{-E/kT}\right\rangle ,
\qquad \delta=\epsilon_{\rm crystal}-\epsilon_{\rm liquid}.
$$

A positive $\delta$ makes the crystal too unstable. If $E=N\epsilon_0$ throughout both phases, both free energies shift by $\epsilon_0$ per atom and $\delta=0$. Harm to the phase balance comes from the difference.

Now suppose instead that $E$ is a sum of independent atomic errors $x$, Gaussian with zero mean and width $\sigma$, which vary from configuration to configuration. Completing the square in the Gaussian integral gives $\langle e^{-x/kT}\rangle=e^{\sigma^2/(2k^2T^2)}$, so the shift is $-\sigma^2/(2kT)$ per atom. At 700 K, $kT=0.0603$ eV, and $\sigma=5$ meV gives $-0.207$ meV/atom. Here $\sigma$ is the width for a single atom. The scatter of $E/N$ among cells of $N$ atoms is $\sigma/\sqrt N$, so $\sigma=5$ meV appears as only 0.5 meV/atom in a 100-atom cell. A scatter of 2 meV/atom in such a cell means $\sigma=20$ meV and a shift of $-3.3$ meV/atom. Equal widths in the two phases cancel the shift; unequal widths do not. A constant offset of 5 meV/atom present in only one phase survives in full.

## 2. Why a force average can miss it

The force error is $\Delta\mathbf F=-\nabla E$. At fixed cell shape and volume, integration along a path from a liquid to a crystal configuration gives

$$
E_{\rm crystal}-E_{\rm liquid}=-\int \Delta\mathbf F\cdot d\mathbf R .
$$

If the energy error changes by $\delta$ per atom while each atom moves a distance $L$, the mean component of the force error along the path has magnitude $|\delta|/L$ per atom. This error can be concentrated in transitional configurations that equilibrium samples of either phase seldom contain.

If the cell changes as well, the work of the stress error must be added. A pressure error of 0.1 GPa over a volume change of 6 percent, at 0.03 nm$^3$ per atom, contributes 1.1 meV/atom in magnitude, even if all atomic force errors vanish.

A one-coordinate model shows the separation. Let $q$ be in Å and

$$
U(q)=0.5(q^2-1)^2-0.02q\quad\text{eV},
$$

with liquid-like states at $q<0$ and crystal-like states at $q>0$. Two errors are added in turn:

- A smooth step, $E=\tfrac12\delta[1+\tanh(q/w)]$, with $\delta=5$ meV and $w=0.2$ Å.
- A ripple, $E=A\sin(\kappa q+0.7)$, with $A=3$ meV and $\kappa=30$ Å$^{-1}$.

The root-mean-square (RMS) force error is taken over thermal samples, with equal weight for the two phases. Numerical integration at 700 K gives:

- Step: force error 0.15 meV/Å, phase offset 5.00 meV.
- Ripple: force error 63.6 meV/Å, phase offset 0.0014 meV.

The potential with the much larger force error has the better phase balance. The step's force peaks at $\delta/(2w)=12.5$ meV/Å near $q=0$, where thermal weight is small. Its mean over the 2 Å between the wells is $5/2=2.5$ meV/Å. The ripple changes sign several times within a well. For a locally Gaussian distribution of width $s$, averaging $e^{i\kappa q}$ multiplies the ripple's mean by $e^{-\kappa^2s^2/2}$, which is small when $\kappa s$ is well above one. Here $\kappa s\approx3.7$ and the Gaussian factor is about $10^{-3}$; the anharmonic wells give about $3\times10^{-3}$, so the mean error in each phase is below 0.01 meV, and the two means partly cancel.

This model proves that the two measures can disagree; it does not say how often they do in fitted potentials. Nor is force information useless: if the force error per atom, projected on a complete path at fixed cell shape and volume, stays below $f$ in magnitude, the energy error changes by at most $fL$ per atom between the two end configurations. A thermal average within the phases supplies no such bound.

## 3. The barrier without an error

Consider a spherical crystal of radius $r$ in the liquid. Composition is unchanged on crystallization, and the atomic volume $v$ and isotropic interface energy $\gamma$ are constant. Let $\Delta\mu>0$ be the liquid-minus-crystal chemical potential per atom. The reversible work of forming the sphere is

$$
W(r)=-\frac{4\pi r^3}{3v}\Delta\mu+4\pi r^2\gamma .
$$

Its derivative is $-4\pi r^2\Delta\mu/v+8\pi r\gamma$. Setting this to zero at nonzero $r$ gives $r^*=2\gamma v/\Delta\mu$. Substitution gives

$$
W=-\frac{32\pi\gamma^3v^2}{3\Delta\mu^2}
+\frac{16\pi\gamma^3v^2}{\Delta\mu^2}
=\frac{16\pi\gamma^3v^2}{3\Delta\mu^2}.
$$

The critical size is $n^*=4\pi r^{*3}/(3v)=32\pi\gamma^3v^2/(3\Delta\mu^3)$, hence $W=n^*\Delta\mu/2$.

For the driving force, take a constant heat of fusion $\Delta h$ and entropy of fusion $\Delta h/T_m$, so that $\Delta\mu=\Delta h(1-T/T_m)$. Rough values for Ge$_2$Sb$_2$Te$_5$ are $T_m=900$ K, $\Delta h=0.12$ eV/atom, $v=0.03$ nm$^3$ and $\gamma=0.06$ J/m$^2$, or 0.3745 eV/nm$^2$. At 700 K,

$$
\Delta\mu=120(1-700/900)=26.67\ \text{meV/atom},
$$

$$
r^*=\frac{2(0.3745)(0.03)}{0.02667}=0.843\ \text{nm}.
$$

Thus $n^*=83.5$ and $W=83.5(0.02667)/2=1.114$ eV, or $18.5\,kT$.

## 4. The bulk offset alone

Raising the crystal by $\delta$ relative to the liquid replaces $\Delta\mu$ by $\Delta\mu-\delta$. With $\gamma$, $v$ and $T$ held fixed,

$$
\boxed{\frac{W'}{W}=\left(1-\frac{\delta}{\Delta\mu}\right)^{-2}},
\qquad \delta<\Delta\mu .
$$

At $\delta\ge\Delta\mu$ the crystal is no longer favoured, and no finite critical nucleus exists. For small $x=\delta/\Delta\mu$, $(1-x)^{-2}=1+2x+3x^2+\cdots$. Using $W=n^*\Delta\mu/2$,

$$
W'-W=n^*\delta\left(1+\frac{3\delta}{2\Delta\mu}+\cdots\right).
$$

The leading term has a direct meaning: each of the $n^*$ atoms in the nucleus carries the error $\delta$. The change of $r^*$ does not enter at this order because $W(r)$ is stationary there. The next term has the same sign for both signs of $\delta$, so a positive offset raises the barrier by more than an equal negative offset lowers it.

For $\delta=+5$ meV/atom, the first-order change is $83.5(0.005)=0.418$ eV. The full ratio is $(1-5/26.67)^{-2}=1.515$, giving a change of $+0.573$ eV. For $-5$ meV/atom the ratio is 0.709 and the change is $-0.324$ eV.

## 5. From barrier to rate

Let a cluster of $n$ atoms gain an atom at rate $f_n=k_0n^{2/3}$ and lose one at rate $b_n$. The factor $k_0$ is held fixed when $\delta$ is varied. Write the work as $W_n=-n\Delta\mu+Bn^{2/3}$, where $B=(36\pi)^{1/3}\gamma v^{2/3}$ follows from the area of a sphere of volume $nv$. The equilibrium number of clusters per atom is taken as $c_n^{e}=e^{-W_n/kT}$, and detailed balance requires $f_nc_n^{e}=b_{n+1}c_{n+1}^{e}$.

In a steady state the net flux $J=f_nc_n-b_{n+1}c_{n+1}$ is the same at every size. Division by $f_nc_n^e$ gives

$$
\frac{J}{f_nc_n^e}=\frac{c_n}{c_n^e}-\frac{c_{n+1}}{c_{n+1}^e}.
$$

Sum from $n=1$ to a size well past the barrier. The right side telescopes to one if single atoms are at equilibrium and clusters are removed at the far end. Therefore $J^{-1}=\sum_n e^{W_n/kT}/f_n$.

The sum is dominated by sizes near $n^*$. There the first derivative vanishes, $\Delta\mu=\tfrac23Bn^{*-1/3}$, and the second derivative is $-\tfrac29Bn^{*-4/3}$. Replacing the sum by a Gaussian integral, which is valid for $W\gg kT$ and large $n^*$, gives

$$
J=k_0n^{*2/3}\sqrt{\frac{2Bn^{*-4/3}/9}{2\pi kT}}\,e^{-W/kT}
=k_0\sqrt{\frac{B}{9\pi kT}}\,e^{-W/kT}.
$$

The powers of $n^*$ cancel. The prefactor therefore does not contain $\Delta\mu$, and at leading order $J'/J=e^{-(W'-W)/kT}$.

Take the round value $k_0=2.5\times10^{10}$ s$^{-1}$ and a 10 nm cube, which holds 33,333 atoms. The mean waiting time for a nucleus is $1/(33{,}333\,J)$. Solving the full set of cluster equations, without the Gaussian approximation, gives:

- $\delta=-5$ meV/atom: rate ratio 214, formal waiting time 1.8 ns.
- $\delta=0$: $J=76$ s$^{-1}$ per atom, waiting time 394 ns.
- $\delta=+5$ meV/atom: rate ratio $7.5\times10^{-5}$, waiting time $5.3\times10^6$ ns, or 5.3 ms.

The exponential formula agrees with both rate ratios to within 2 percent of the formula's value.

The first waiting time should not be read as a prediction. Starting with no clusters larger than one atom, the number that have grown past 600 atoms eventually grows as $J(t-\theta)$ per atom. The time lag $\theta$ is 4.8 ns for the negative offset, longer than the formal waiting time. This lag includes growth beyond the critical size, but it shows that a steady rate is not a safe description of so short a run. For zero and positive offset the lags are 6.2 and 8.4 ns, far below the waiting times.

## 6. How small must the offset be?

For a tenfold slower ($+$) or faster ($-$) rate, set $W'-W=\pm kT\ln10$. Then

$$
\left(1-\frac{\delta_\pm}{\Delta\mu}\right)^{-2}=1\pm\frac{kT\ln10}{W},
$$

$$
\delta_\pm=\Delta\mu\left[1-\left(1\pm\frac{kT\ln10}{W}\right)^{-1/2}\right].
$$

The lower sign requires $W>kT\ln10$. With the same material parameters:

- 600 K: $n^*=24.7$; limits $-5.9$ and $+4.1$ meV/atom.
- 700 K: $n^*=83.5$; limits $-1.84$ and $+1.52$ meV/atom.
- 800 K: $n^*=668$; limits $-0.24$ and $+0.23$ meV/atom.

To first order the limit is $kT\ln10/n^*$. Since $n^*\propto\Delta\mu^{-3}$, it closes as $\Delta\mu^3$ on approach to melting. Between 800 and 600 K the offset matters less as the temperature falls, but a sharp sphere of some 25 atoms is also a poorer description.

The offset moves the melting point as well. If $\delta$ does not depend on temperature, $\Delta h(1-T/T_m)-\delta=0$ gives $T_m'=T_m(1-\delta/\Delta h)$. An offset of $+5$ meV/atom lowers it from 900 to 862.5 K. A melting point that differs from the reference potential's thus reveals a nonzero offset at melting. A correct one does not exclude an offset at 700 K, because errors in the heat and entropy of fusion can cancel at $T_m$ but not below it.

## 7. Errors at the interface

The preceding result holds $\gamma$ fixed. A fitted potential need not do so. Suppose the offset acts at depths greater than $t$ inside the nucleus and vanishes in the outer shell. The added work is

$$
\frac{4\pi\delta}{3v}(r-t)^3
=\frac{4\pi\delta}{3v}\left(r^3-3r^2t+3rt^2-t^3\right).
$$

The second term equals $4\pi r^2(-\delta t/v)$: it acts as a change $-\delta t/v$ in interface energy. Because $W(r)$ is stationary, the first-order barrier change is $n^*\delta(1-t/r^*)^3$. For $t=0.2$ nm the last factor is $(1-0.2/0.843)^3=0.44$. At $+5$ meV/atom, full maximization gives a change of 0.236 eV instead of 0.573 eV. A shell less than one atomic diameter thick removes more than half of the effect, because the nucleus is small.

Another possible correlation is $\gamma'=\gamma(1-\delta/\Delta h)$, in which interface energy follows the heat of fusion. Then $W$ gains the factor $(1-5/120)^3=0.88$, and the change becomes 0.371 eV. These are assumed error patterns, not general laws. Other patterns could enlarge the barrier error.

## 8. Weighing the omitted physics

Each item below is added alone at 700 K. The barrier without offset is given first, then its change at $+5$ meV/atom. The reference pair is 1.114 and $+0.573$ eV.

**Heat capacity: 1.310 and +0.754 eV.** Let the liquid exceed the crystal by a constant $\Delta c_p=1\,k$ per atom. The entropy difference at $\tau$ is $\Delta h/T_m-\Delta c_p\ln(T_m/\tau)$. Integrating it from $T$ to $T_m$ gives $\Delta\mu=\Delta h(1-T/T_m)-\Delta c_p[T_m-T-T\ln(T_m/T)]=24.6$ meV/atom.

**Elastic misfit: 1.427 and +0.873 eV.** Let $m=0.06$ be the volume misfit, $K=30$ GPa the bulk modulus of the nucleus and $G=10$ GPa the shear modulus of its surroundings. With $r$ in nucleus radii, the outside displacement $c/r^2$ has strains $-2c/r^3,c/r^3,c/r^3$. Its energy density is $6Gc^2/r^6$, which integrates to $6Gc^2$ per nucleus volume. The cavity's volume strain is $e=3c$, so this energy is $\tfrac12K_se^2$ with $K_s=4G/3$. Minimizing $\tfrac12K(m-e)^2+\tfrac12K_se^2$ gives $e=Km/(K+K_s)$ and energy $\tfrac12m^2KK_s/(K+K_s)$, or 3.1 meV/atom. This applies to a matrix that cannot relax, such as a glass. With the mobility implied by $k_0$, the liquid at 700 K has a viscosity of roughly $10^{-2}$ Pa s and relaxes shear stress in about a picosecond, far faster than the nanosecond lags, so the term is then essentially absent.

**Curved interface: 0.729 and +0.482 eV.** Here $\gamma(r)=\gamma(1-2\ell/r)$ with an assumed $\ell=0.05$ nm.

**Atomic mobility.** An error of 0.05 eV in the activation energy for attachment changes the rate by $e^{0.05/0.0603}=2.3$. The positive offset changes it by a factor of about 13,000.

The example's thermal and interface parameters are rough, and $\gamma$ is especially uncertain; since $W\propto\gamma^3$, absolute rates carry little authority. The limits in section 6 are also estimates: to first order they vary as $\gamma^{-3}$, so they should be recalculated with the interface energy of the system studied. Rapidly crystallized Ge$_2$Sb$_2$Te$_5$ usually forms a metastable cubic phase, whose driving force is smaller than that of the stable crystal. Real memory cells also contain walls, where nucleation can start. On a flat wall with a contact angle of 90 degrees, the nucleus is a hemisphere with half the volume and half the liquid–crystal area, so $W$ and its change are both halved. The $+5$ meV/atom offset then adds $9.505/2=4.75\,kT$, slowing nucleation about 116-fold at fixed prefactor.

For the decision at the start, low force error is insufficient evidence. Reference energies should be computed for equilibrium samples of both phases, and the mean of $E/N$ compared phase by phase, with sign. This mean difference estimates $\delta$ only when fluctuations of $E$ contribute little, and that must be checked. To second order each phase adds $N\,{\rm var}(E/N)/(2kT)$ to its mean, with a minus sign for samples from the reference potential and a plus sign for samples from the fitted one. The term need not be small: a uniform force error of 50 meV/Å on each of three coordinates with thermal width 0.13 Å gives about 1.1 meV/atom with zero mean error. If it is comparable with the limit in section 6, the potential needs correction before its nucleation rate is used. If it is well below, interface configurations still need a separate check. The numerical output gives the remaining intermediate values.

## Calculated quantities

```
Rough Ge2Sb2Te5 parameters
T = 700 K; Tm = 900 K; kT = 0.06032 eV
heat of fusion = 0.120 eV/atom; v = 0.030 nm3
gamma = 0.060 J/m2 = 0.3745 eV/nm2
driving force = 26.667 meV/atom
r* = 0.8426 nm; n* = 83.53 atoms
W = 1.1137 eV = 18.46 kT
Double well: barrier scale 0.5 eV, minima near -1 and +1 angstrom
step: width 0.20 angstrom, height 5.0 meV
ripple: amplitude 3.0 meV, wave number 30 /angstrom
step RMS force error = 0.153 meV/angstrom
step phase free-energy offset = 4.9974 meV
ripple RMS force error = 63.64 meV/angstrom
ripple phase free-energy offset = 0.0014 meV
step mean path force = 2.500 meV/angstrom
step peak force error = 12.50 meV/angstrom
independent-error shift = -0.2072 meV/atom
first-order barrier change at +5 meV = 0.4176 eV
k0 = 2.50e+10 /s; rate prefactor = 8.005e+09 /s/atom
cube edge = 10 nm; atoms = 33333
offset -5.0 meV: W=0.7898 eV, W ratio=0.7091
  change=-0.3239 eV = -5.370 kT
  critical size=49.88 atoms
  J=1.6297e+04 /s/atom, J ratio=2.1412e+02
  waiting=1.8408e+00 ns, lag=4.766 ns
offset +0.0 meV: W=1.1137 eV, W ratio=1.0000
  change=+0.0000 eV = +0.000 kT
  critical size=83.53 atoms
  J=7.6110e+01 /s/atom, J ratio=1.0000e+00
  waiting=3.9417e+02 ns, lag=6.171 ns
offset +5.0 meV: W=1.6871 eV, W ratio=1.5148
  change=+0.5733 eV = +9.505 kT
  critical size=155.73 atoms
  J=5.6864e-03 /s/atom, J ratio=7.4713e-05
  waiting=5.2758e+06 ns, lag=8.404 ns
lag measured at cluster size 600 atoms
melting point at +5 meV = 862.5 K
600 K: n*=24.7, W=0.4950 eV, change=0.1515 eV
  tenfold-rate offsets: -5.899, +4.086 meV/atom
700 K: n*=83.5, W=1.1137 eV, change=0.5733 eV
  tenfold-rate offsets: -1.837, +1.522 meV/atom
800 K: n*=668.2, W=4.4549 eV, change=6.9496 eV
  tenfold-rate offsets: -0.244, +0.231 meV/atom
heat-capacity difference = 1.0 kB/atom
corrected driving force = 24.592 meV/atom
K=30 GPa, G=10 GPa, misfit=0.06
elastic cost = 3.111 meV/atom
curvature length = 0.05 nm; shell depth = 0.20 nm
heat capacity: W=1.3096, W'=2.0634, change=0.7537 eV
elastic misfit: W=1.4273, W'=2.3002, change=0.8729 eV
curved interface: W=0.7295, W'=1.2112, change=0.4817 eV
shell without offset: W=1.1137, W'=1.3494, change=0.2357 eV
gamma scales with heat: W=1.1137, W'=1.4848, change=0.3711 eV
activation error 0.05 eV: rate factor 2.291
```
